\section*{Surface Edges of Silicon and Hafnium in 180-Degree Helium Backscattering}

\section*{Question}

A beam of helium with kinetic energy $E_0=2\,\mathrm{MeV}$ strikes a sample whose outer surface contains both silicon and hafnium atoms. A detector records the energy of helium that returns at $180^\circ$, straight back along the beam. Use the average atomic masses
\[
M_1=4.0026\,\mathrm{u}\ (\mathrm{He}),\qquad
M_{\mathrm{Si}}=28.0855\,\mathrm{u},\qquad
M_{\mathrm{Hf}}=178.4900\,\mathrm{u}.
\]
The kinematic factor $K$ of a target element is the kinetic energy of the returning helium divided by $E_0$, for a single collision with an atom of that element. The surface edge of an element is the energy of helium scattered by its atoms at the outer surface, so that no energy has been lost in the material on the way in or out.

Each part below is followed by its model answer.

\section*{Part (a): the velocity after the collision}

\textit{State the assumptions that turn the collision into a two-body problem, and find the velocity of the helium after a head-on collision with an atom of mass $M_2$.}

\subsection*{Answer}

The target atom is treated as free and at rest. Chemical binding energies are of the order of electronvolts, whereas the energies exchanged here are hundreds of kiloelectronvolts. Thermal motion of the atom, towards or away from the beam, raises or lowers the returned energy by an amount of the order of $0.1\,\mathrm{keV}$ at room temperature. This slightly blurs the edge and is neglected here. The collision is taken as elastic: no kinetic energy goes into exciting either partner. This is an idealisation. In a head-on collision the helium crosses the electron cloud of the target atom twice and excites or ionises it, which lowers the returned energy by roughly a few tenths of a kiloelectronvolt, more for hafnium than for silicon. Non-relativistic mechanics is used, and part (f) examines the error this causes.

A return at $180^\circ$ means that all motion lies on one line. Let velocities be positive along the incoming beam, with $v_0$ the initial velocity of the helium, $v_1$ its final velocity and $v_2$ the final velocity of the target atom. Conservation of momentum and of kinetic energy gives
\begin{align}
M_1v_0&=M_1v_1+M_2v_2, \\
\tfrac12M_1v_0^2&=\tfrac12M_1v_1^2+\tfrac12M_2v_2^2 .
\end{align}
Collect the helium terms on the left, and multiply the energy equation by 2:
\begin{align}
M_1(v_0-v_1)&=M_2v_2, \label{mom}\\
M_1(v_0-v_1)(v_0+v_1)&=M_2v_2^2. \label{en}
\end{align}
These equations also allow $v_1=v_0$, $v_2=0$, which describes helium that has missed the atom. In a collision $v_2\neq0$, so both sides of \eqref{mom} are non-zero and \eqref{en} may be divided by \eqref{mom}:
\begin{equation}
v_0+v_1=v_2. \label{rel}
\end{equation}
Written as $v_2-v_1=v_0$, this says that the partners separate as fast as they approached. Insert \eqref{rel} into \eqref{mom}:
\begin{align}
M_1v_0-M_1v_1&=M_2v_0+M_2v_1,\\
(M_1-M_2)v_0&=(M_1+M_2)v_1,\\
v_1&=-\frac{M_2-M_1}{M_2+M_1}\,v_0. \label{v1}
\end{align}
For $M_2>M_1$ the velocity is negative, so the helium does return. For $M_2=M_1$ it stops and passes all its energy to the target. For $M_2<M_1$ it continues forward, and there is no backscattered signal. Hydrogen in the sample is therefore invisible in this geometry.

\section*{Part (b): the kinematic factor}

\textit{Derive $K$ and the fraction of the energy given to the target atom. Does the result depend on the force between the two? What happens for a very heavy target?}

\subsection*{Answer}

The mass of the helium is the same before and after, so the energy ratio is the square of the velocity ratio:
\begin{equation}
K=\frac{\frac12M_1v_1^2}{\frac12M_1v_0^2}
=\left(\frac{M_2-M_1}{M_2+M_1}\right)^2. \label{K}
\end{equation}
The remaining fraction is carried by the recoiling atom:
\begin{align}
1-K&=\frac{(M_2+M_1)^2-(M_2-M_1)^2}{(M_2+M_1)^2}
=\frac{4M_1M_2}{(M_1+M_2)^2}. \label{recoil}
\end{align}
In the last step the squares $M_1^2$ and $M_2^2$ cancel, and the two cross terms $2M_1M_2$ add.

The force law does not appear. It is enough that the force conserves energy, vanishes at large distance and is repulsive enough to turn the helium back. It does determine how many particles are scattered into the detector, which is a separate matter from their energy. As a numerical test, Newton's equations were integrated for two different repulsive potentials; for both elements the energy ratio agreed with \eqref{K} to within $10^{-7}$.

For $M_2\gg M_1$, equation \eqref{recoil} gives $1-K\approx4M_1/M_2$. The helium then bounces back with nearly all its energy, as a ball does from a wall. Because $K$ approaches 1 for every heavy element, heavy elements crowd together at the top of the energy spectrum.

\section*{Part (c): silicon and hafnium}

\textit{Calculate the two kinematic factors and the two surface edges.}

\subsection*{Answer}

For silicon,
\begin{align}
K_{\mathrm{Si}}&=\left(\frac{28.0855-4.0026}{28.0855+4.0026}\right)^2
=\left(\frac{24.0829}{32.0881}\right)^2=(0.75052)^2=0.5633,\\
E_{\mathrm{Si}}&=K_{\mathrm{Si}}E_0=0.5633\times2\,\mathrm{MeV}=1.1266\,\mathrm{MeV}.
\end{align}
For hafnium,
\begin{align}
K_{\mathrm{Hf}}&=\left(\frac{178.4900-4.0026}{178.4900+4.0026}\right)^2
=\left(\frac{174.4874}{182.4926}\right)^2=(0.95613)^2=0.9142,\\
E_{\mathrm{Hf}}&=K_{\mathrm{Hf}}E_0=0.9142\times2\,\mathrm{MeV}=1.8284\,\mathrm{MeV}.
\end{align}
The silicon atom recoils with $0.8734\,\mathrm{MeV}$ and the hafnium atom with $0.1716\,\mathrm{MeV}$. In each case the edge energy and the recoil energy add up to $2\,\mathrm{MeV}$.

\section*{Part (d): the separation of the edges}

\textit{Find the separation of the surface edges. How does it change with beam energy, and how does it change if the silicon lies beneath a film that contains hafnium?}

\subsection*{Answer}

Both edges are proportional to $E_0$, so
\begin{align}
\Delta E&=E_{\mathrm{Hf}}-E_{\mathrm{Si}}=E_0\,(K_{\mathrm{Hf}}-K_{\mathrm{Si}}) \label{sep}\\
&=2\,\mathrm{MeV}\times(0.9142-0.5633)
=2\,\mathrm{MeV}\times0.3509=0.7018\,\mathrm{MeV}.
\end{align}
The separation is about $0.70\,\mathrm{MeV}$, or $702\,\mathrm{keV}$, with hafnium at the higher energy.

Within the assumptions of part (a), $K$ is independent of $E_0$, and doubling the beam energy doubles the separation. There is also a ceiling. Since $K<1$ for every target of finite mass, no element can have a surface edge more than $E_0(1-K_{\mathrm{Si}})=0.8734\,\mathrm{MeV}$ above that of silicon at this beam energy. Hafnium already reaches about four fifths of this limit.

Now let the silicon lie beneath a film, with hafnium still present at the outer surface. The helium loses an energy $\delta_{\mathrm{in}}>0$ in the film before it meets a silicon atom, and $\delta_{\mathrm{out}}>0$ on its way back. It reaches the silicon with $E_0-\delta_{\mathrm{in}}$, keeps the fraction $K_{\mathrm{Si}}$ of this, and then loses $\delta_{\mathrm{out}}$:
\begin{equation}
E'_{\mathrm{Si}}=K_{\mathrm{Si}}(E_0-\delta_{\mathrm{in}})-\delta_{\mathrm{out}}.
\end{equation}
The hafnium surface edge stays where it was, so the separation becomes
\begin{equation}
E_{\mathrm{Hf}}-E'_{\mathrm{Si}}=\Delta E+K_{\mathrm{Si}}\delta_{\mathrm{in}}+\delta_{\mathrm{out}} .
\end{equation}
It is larger than $\Delta E$. The excess carries information on the film thickness, provided that the energy loss per unit path is known. Equation \eqref{sep} alone applies when both elements are at the surface.

\section*{Part (e): what an average mass means}

\textit{A helium particle strikes one isotope, not an average atom. With isotope masses in \eqref{K}, the edges run from $1.1240$ to $1.1686\,\mathrm{MeV}$ for silicon and from $1.8241$ to $1.8297\,\mathrm{MeV}$ for hafnium, from the lightest to the heaviest natural isotope. Find how strongly an edge depends on the target mass, and judge the use of average masses.}

\subsection*{Answer}

Write $K=r^2$ with $r=(M_2-M_1)/(M_2+M_1)$. The quotient rule gives
\begin{equation}
\frac{dr}{dM_2}=\frac{(M_2+M_1)-(M_2-M_1)}{(M_2+M_1)^2}=\frac{2M_1}{(M_1+M_2)^2},
\end{equation}
and therefore
\begin{equation}
\frac{dK}{dM_2}=2r\,\frac{dr}{dM_2}=\frac{4M_1(M_2-M_1)}{(M_1+M_2)^3}. \label{slope}
\end{equation}
Multiplication by $E_0=2000\,\mathrm{keV}$ gives the shift of the edge per mass unit:
\begin{align}
\mathrm{Si}:&\quad 2000\,\mathrm{keV}\times\frac{4(4.0026\,\mathrm{u})(24.0829\,\mathrm{u})}{(32.0881\,\mathrm{u})^3}=23.3\,\mathrm{keV/u},\\
\mathrm{Hf}:&\quad 2000\,\mathrm{keV}\times\frac{4(4.0026\,\mathrm{u})(174.4874\,\mathrm{u})}{(182.4926\,\mathrm{u})^3}=0.92\,\mathrm{keV/u}.
\end{align}
For heavy targets \eqref{slope} falls as $4M_1/M_2^2$. This is why the isotopes of hafnium, though they span about six mass units, spread the edge by only $5.6\,\mathrm{keV}$, while those of silicon, spanning about two, spread it by about $45\,\mathrm{keV}$.

The average-mass edge is a good stand-in for the abundance-weighted mean of the isotope edges. The mean lies below it by $0.09\,\mathrm{keV}$ for silicon and by $0.01\,\mathrm{keV}$ for hafnium. The sign for silicon follows from the curvature of $K$. Differentiating \eqref{slope} once more,
\begin{align}
\frac{d^2K}{dM_2^2}
&=4M_1\,\frac{(M_1+M_2)-3(M_2-M_1)}{(M_1+M_2)^4}
=\frac{8M_1(2M_1-M_2)}{(M_1+M_2)^4},
\end{align}
which is negative for $M_2>2M_1$. The curve bends downwards, so the mean of $K$ over several masses is smaller than $K$ at their mean. The same holds for hafnium, but there the difference is so small that the rounding of the average mass can also contribute to it.

A mean is not a visible step, however. The lightest natural isotope of silicon is also by far the most abundant, so the main silicon step lies at $1.1240\,\mathrm{MeV}$, which is about $2.5\,\mathrm{keV}$ below the average-mass edge when the edges are not rounded first. The weak signal of the heaviest isotope begins at $1.1686\,\mathrm{MeV}$. If ``separation'' meant the gap between the highest-energy onsets of the two elements, it would be
\[
1.8297\,\mathrm{MeV}-1.1686\,\mathrm{MeV}=0.6611\,\mathrm{MeV}.
\]
The value $0.7018\,\mathrm{MeV}$ belongs to the average-mass convention set in the question.

\section*{Part (f): relativity and the mass of the projectile}

\textit{Find the leading relativistic shift of a surface edge. Then estimate how the separation changes if the bare alpha-particle mass, $4.0015\,\mathrm{u}$, replaces the atomic mass of helium.}

\subsection*{Answer}

Let $W_0=M_1c^2+E_0$ be the total initial energy of the helium, $p_0$ its initial momentum, $R$ the kinetic energy of the recoiling atom and $p_2$ its momentum. After the collision the helium has total energy $W_0-R$ and momentum $p_0-p_2$. Its rest mass is unchanged, so
\begin{equation}
(W_0-R)^2-c^2(p_0-p_2)^2=W_0^2-c^2p_0^2 .
\end{equation}
Expand the squares and use $c^2p_2^2=R^2+2M_2c^2R$ for the target atom. The terms in $R^2$ cancel, leaving
\begin{equation}
c^2p_0p_2=(W_0+M_2c^2)R .
\end{equation}
Square this, replace $c^2p_2^2$ once more, and divide by $R\neq0$:
\begin{align}
c^2p_0^2\,(R+2M_2c^2)&=(W_0+M_2c^2)^2R,\\
R&=\frac{2M_2c^2\,c^2p_0^2}{(W_0+M_2c^2)^2-c^2p_0^2}.
\end{align}
With $c^2p_0^2=E_0(E_0+2M_1c^2)$ and $W_0^2-c^2p_0^2=M_1^2c^4$, the denominator equals $(M_1+M_2)^2c^4+2M_2c^2E_0$. Define $\varepsilon=E_0/(2M_1c^2)$. Dividing numerator and denominator by $(M_1+M_2)^2c^4$ and using \eqref{recoil} gives
\begin{equation}
R=E_0(1-K)\,\frac{1+\varepsilon}{1+(1-K)\varepsilon}.
\end{equation}
The fraction exceeds 1, so the recoil takes more energy than before and the edge moves down. To first order in $\varepsilon$ the fraction is $1+K\varepsilon$, and the edge shifts by
\begin{equation}
\delta E=-K(1-K)\,\frac{E_0^2}{2M_1c^2}.
\end{equation}
A numerical solution of the relativistic conservation laws gives $-0.132\,\mathrm{keV}$ for silicon and $-0.042\,\mathrm{keV}$ for hafnium. Their ratio, $3.1$, agrees with the ratio of the factors $K(1-K)$, which is $0.2460/0.0784=3.1$. Silicon moves down further, so the separation grows, by $0.090\,\mathrm{keV}$.

For the projectile mass, differentiate $K=r^2$ with respect to $M_1$:
\begin{align}
\frac{dr}{dM_1}&=\frac{-(M_2+M_1)-(M_2-M_1)}{(M_1+M_2)^2}=-\frac{2M_2}{(M_1+M_2)^2},\\
\frac{dK}{dM_1}&=-\frac{4M_2(M_2-M_1)}{(M_1+M_2)^3}=-\frac{M_2}{M_1}\frac{dK}{dM_2}.
\end{align}
The shifts per unit of projectile mass follow from those in part (e):
\begin{align}
\mathrm{Si}:&\quad -\frac{28.0855}{4.0026}\times23.34\,\mathrm{keV/u}=-164\,\mathrm{keV/u},\\
\mathrm{Hf}:&\quad -\frac{178.4900}{4.0026}\times0.92\,\mathrm{keV/u}=-41\,\mathrm{keV/u}.
\end{align}
The bare alpha particle is lighter by $0.0011\,\mathrm{u}$. The silicon edge therefore rises by about $0.180\,\mathrm{keV}$ and the hafnium edge by about $0.045\,\mathrm{keV}$, and the separation shrinks by about $0.135\,\mathrm{keV}$. Direct substitution of the alpha-particle mass gives a change of $-0.135\,\mathrm{keV}$. This removes the electrons from the projectile only. The turning point lies far inside the electron clouds, so it is more consistent to use bare nuclear masses for the targets as well. These are lower by about $0.0077\,\mathrm{u}$ for silicon and $0.039\,\mathrm{u}$ for hafnium. By the slopes of part (e), the edges then fall by about $0.179$ and $0.036\,\mathrm{keV}$, and the separation grows by about $0.143\,\mathrm{keV}$. The two changes nearly cancel: with bare masses on both sides the separation moves by only about $+0.01\,\mathrm{keV}$.

Both corrections are far below the spread of the isotope edges found in part (e), and they are no larger than the electronic energy loss neglected in part (a). With average masses the separation is $0.70\,\mathrm{MeV}$, and further digits have meaning only within that convention. For a natural sample even the second digit depends on which isotope steps are compared, as the value $0.66\,\mathrm{MeV}$ for the highest-energy onsets shows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Beam energy: 2.000 MeV
Helium average atomic mass: 4.0026 u
Si average atomic mass: 28.0855 u
Si mass difference M2-M1: 24.0829 u
Si mass sum M2+M1: 32.0881 u
Si velocity ratio v1/v0: -0.75052 (no unit)
Si kinematic factor K: 0.56329 (no unit)
Si surface edge: 1.1266 MeV
Si recoil energy: 0.8734 MeV
Si edge shift per mass unit: 23.34 keV/u
Si lightest-isotope edge: 1.1240 MeV
Si heaviest-isotope edge: 1.1686 MeV
Si isotope-mean minus average-mass edge: -0.092 keV
Si relativistic edge correction: -0.132 keV
Hf average atomic mass: 178.4900 u
Hf mass difference M2-M1: 174.4874 u
Hf mass sum M2+M1: 182.4926 u
Hf velocity ratio v1/v0: -0.95613 (no unit)
Hf kinematic factor K: 0.91419 (no unit)
Hf surface edge: 1.8284 MeV
Hf recoil energy: 0.1716 MeV
Hf edge shift per mass unit: 0.92 keV/u
Hf lightest-isotope edge: 1.8241 MeV
Hf heaviest-isotope edge: 1.8297 MeV
Hf isotope-mean minus average-mass edge: -0.013 keV
Hf relativistic edge correction: -0.042 keV
Difference K_Hf-K_Si: 0.35091 (no unit)
Surface-edge separation: 0.7018 MeV
Surface-edge separation: 701.8 keV
Relativistic separation correction: 0.090 keV
Bare alpha-particle mass: 4.0015 u
Separation change with bare alpha mass: -0.135 keV
\end{verbatim}
